# Why Two Trans Donors Sharing One Metal Orbital Gain Less Than Double, part 1

(Sections cited here and not found follow in the second part.)

## First half: the shared orbital and the size of the deficit

### 1. Definitions and conventions

A metal centre has one empty valence orbital $m$. Two equivalent ligands stand on opposite sides of it, in trans positions. Each brings one donor orbital, $l_1$ or $l_2$, filled with two electrons and pointing at the metal.

Energies are measured from the donor level, so that, with $h$ the effective one-electron Hamiltonian,

$$
\langle l_1|h|l_1\rangle=\langle l_2|h|l_2\rangle=0,\qquad \langle m|h|m\rangle=\Delta>0 .
$$

The coupling between a donor and the metal orbital has magnitude $\beta>0$. When the facing lobes have the same sign, the matrix element is $-\beta$. If $m$ is even under inversion, as $d_{z^2}$ is, both donors can face a positive lobe:

$$
\langle m|h|l_1\rangle=\langle m|h|l_2\rangle=-\beta .
$$

If $m$ is odd, as $p_z$ is, one of the two elements is $+\beta$ instead.

Five assumptions define the model:

1. The electrons are independent: $h$ does not depend on how many electrons have moved.
2. The three orbitals are orthonormal.
3. The donors have no direct coupling, $\langle l_1|h|l_2\rangle=0$.
4. No other metal orbital takes part.
5. The geometry is fixed, so $\Delta$ and $\beta$ are the same with one donor and with two.

The gain $W_N$ is the energy of the separate fragments minus the energy of the coupled system, for $N$ donors and all their $2N$ electrons. It is positive when coupling stabilises. The filled donors have energy zero before coupling and $m$ is empty, so the reference energy is zero and $W_N=-E_{\text{total}}$.

The gain is the orbital part of the metal-ligand bond energy. A dissociation energy also contains electrostatic attraction, repulsion between filled shells and the energy of deforming the fragments.

The quantity of interest is the deficit

$$
D=2W_1-W_2 .
$$

It has a second reading. The first donor to bind gains $W_1$, and the second adds $W_2-W_1$. The difference between these two steps is $W_1-(W_2-W_1)=D$.

### 2. One donor

In the basis $(l_1,m)$ the Hamiltonian is

$$
\begin{pmatrix}0&-\beta\\-\beta&\Delta\end{pmatrix}.
$$

Its eigenvalues $E$ make the determinant of $h-E$ vanish:

$$
(-E)(\Delta-E)-\beta^2=0\quad\Longrightarrow\quad E^2-\Delta E-\beta^2=0 .
$$

The roots are

$$
E_\pm=\frac{\Delta\pm a}{2},\qquad a=\sqrt{\Delta^2+4\beta^2}.
$$

Since $a>\Delta$, the lower root is negative. The two electrons occupy it, and

$$
W_1=-2E_-=a-\Delta .
$$

### 3. Two donors

For an even metal orbital, form the normalised combinations

$$
c=\frac{l_1+l_2}{\sqrt2},\qquad n=\frac{l_1-l_2}{\sqrt2}.
$$

Their couplings to the metal are

$$
\langle m|h|c\rangle=\frac{-\beta-\beta}{\sqrt2}=-\sqrt2\,\beta,\qquad
\langle m|h|n\rangle=\frac{-\beta+\beta}{\sqrt2}=0 .
$$

Both combinations have energy zero, because the donors have equal levels and no direct coupling. For the same reason $\langle c|h|n\rangle=0$. Hence $n$ is nonbonding and stays at zero, while $c$ and $m$ form a two-level problem like that of one donor, with $\beta^2$ replaced by $2\beta^2$. Its roots are

$$
E'_\pm=\frac{\Delta\pm b}{2},\qquad b=\sqrt{\Delta^2+8\beta^2}.
$$

The three levels are $E'_-<0$, then $0$, then $E'_+>\Delta$. The four electrons fill the lower two, so

$$
W_2=-2E'_--2\cdot 0=b-\Delta .
$$

For an odd metal orbital the roles of $c$ and $n$ are exchanged. The coupled combination still has a coupling of magnitude $\sqrt2\,\beta$, and $W_2$ is unchanged.

### 4. The deficit in closed form

Subtraction gives $D=2a-b-\Delta$, whose sign is not evident. To expose it, multiply and divide each gain by the matching sum:

$$
W_1=\frac{a^2-\Delta^2}{a+\Delta}=\frac{4\beta^2}{\Delta+a},\qquad
W_2=\frac{b^2-\Delta^2}{b+\Delta}=\frac{8\beta^2}{\Delta+b}.
$$

Therefore

$$
D=8\beta^2\left(\frac1{\Delta+a}-\frac1{\Delta+b}\right)
=\frac{8\beta^2\,(b-a)}{(\Delta+a)(\Delta+b)} .
$$

The remaining difference is treated in the same way. Since $b^2-a^2=4\beta^2$, we have $b-a=4\beta^2/(a+b)$, and

$$
\boxed{D=\frac{32\,\beta^4}{(\Delta+a)(\Delta+b)(a+b)}}
$$

Every factor is positive, so $D>0$ for any nonzero coupling. Two donors gain less than twice what one donor gains.

The factor $\beta^4$ stands in front, and the denominator tends to $(2\Delta)^3=8\Delta^3$ as $\beta\to0$. The deficit therefore begins as $4\beta^4/\Delta^3$. Because $a$ and $b$ both exceed $\Delta$, the denominator is larger than $8\Delta^3$ at any finite coupling, which gives the bound

$$
0<D<\frac{4\beta^4}{\Delta^3}.
$$

The relative loss follows from the ratio

$$
\frac{W_2}{2W_1}=\frac{\Delta+a}{\Delta+b}.
$$

It is below 1 because $b>a$. It also has a lower limit. Multiplying the numerator by $\sqrt2$ gives

$$
\sqrt2\,(\Delta+a)=\sqrt2\,\Delta+\sqrt{2\Delta^2+8\beta^2}>\Delta+b ,
$$

so the ratio exceeds $1/\sqrt2$. It approaches 1 for $\beta\ll\Delta$ and $1/\sqrt2$ for $\beta\gg\Delta$. In the second limit each gain is proportional to its coupling, $2\beta$ against $2\sqrt2\,\beta$. Sharing thus costs at most about 29 percent of the doubled gain in this model.

### 5. The expansion order by order

Put $t=\beta^2/\Delta^2$ and use, for $|x|<1$,

$$
\sqrt{1+x}=1+\frac x2-\frac{x^2}{8}+\frac{x^3}{16}-\dots
$$

With $x=4t$ for one donor and $x=8t$ for two,

$$
W_1=\Delta\,(2t-2t^2+4t^3-\dots),
$$

$$
W_2=\Delta\,(4t-8t^2+32t^3-\dots).
$$

In $2W_1-W_2$ the terms linear in $t$ cancel, $4-4=0$. The next coefficients are $-4+8=4$ and $8-32=-24$. Thus

$$
D=\frac{4\beta^4}{\Delta^3}-\frac{24\beta^6}{\Delta^5}+\dots
$$

Odd powers of $\beta$ are absent because the levels depend on $\beta^2$. The two-donor series sets the range of convergence, $8\beta^2<\Delta^2$.

The order can also be read from the matrices themselves. Diagonalising them in high precision at $\beta/\Delta=10^{-4}$ and $2\times10^{-4}$ gives a deficit that grows with the power 4.000000 of $\beta$. The smaller coupling gives the coefficients 4.000000 and $-24.00000$.

### 6. Where the fourth-order term comes from

The second-order gain is additive because each donor lends a little charge to an orbital that is still almost empty. The deficit arises when both donors try to use the orbital at once. This can be made precise by comparing two situations for electrons of one spin.

**Shared orbital.** Let $|0\rangle$ be the state with both donors filled. One electron can move to the metal from either donor. The symmetric combination $|s\rangle$ of these two transferred states has energy $\Delta$ and couples to $|0\rangle$ with magnitude $\sqrt2\,\beta$. A second electron of the same spin cannot follow, by the exclusion principle. The amplitudes obey $E c_0=-\sqrt2\beta\,c_s$ and $(E-\Delta)c_s=-\sqrt2\beta\,c_0$, so

$$
E=\frac{2\beta^2}{E-\Delta}.
$$

Inserting the first estimate $E\approx-2\beta^2/\Delta$ on the right gives

$$
E\approx-\frac{2\beta^2}{\Delta}\,\frac{1}{1+2\beta^2/\Delta^2}
\approx-\frac{2\beta^2}{\Delta}+\frac{4\beta^4}{\Delta^3}.
$$

**Separate orbitals.** Now give each donor its own metal orbital at energy $\Delta$. Both electrons can transfer, which adds a state $|d\rangle$ of energy $2\Delta$. It is reached from $|s\rangle$ with the same magnitude $\sqrt2\,\beta$. Eliminating its amplitude gives

$$
E=\frac{2\beta^2}{E-\Delta-\dfrac{2\beta^2}{E-2\Delta}} .
$$

To the order needed, the inner fraction is $-\beta^2/\Delta$, and the denominator becomes $-\Delta-2\beta^2/\Delta+\beta^2/\Delta=-\Delta-\beta^2/\Delta$. Hence

$$
E\approx-\frac{2\beta^2}{\Delta}+\frac{2\beta^4}{\Delta^3}.
$$

This is twice the one-donor result per spin, as it must be for two independent bonds. The shared case lies higher by $2\beta^4/\Delta^3$. Two spins give $4\beta^4/\Delta^3$, the leading deficit. In this model the deficit is, to fourth order, the energy lost because the doubly transferred state of equal spins is forbidden.

### 7. Charge on the metal

Let $v$ be the magnitude of the coupling in either two-level problem, $s=\sqrt{\Delta^2+4v^2}$, and $E=(\Delta-s)/2$ the occupied root. The donor row of the eigenvalue equation, $-v\,c_m=E\,c_l$, gives $c_l=-v\,c_m/E$. Normalisation then yields

$$
c_m^2=\frac{E^2}{E^2+v^2}.
$$

The secular equation supplies $v^2=E^2-\Delta E$, so that

$$
c_m^2=\frac{E}{2E-\Delta}=\frac{s-\Delta}{2s}.
$$

Two electrons put a population $1-\Delta/s$ on the metal. With one donor and two donors, respectively,

$$
q_1=1-\frac{\Delta}{a}=\frac{W_1}{a},\qquad q_2=1-\frac{\Delta}{b}=\frac{W_2}{b}.
$$

Since $W_2<2W_1$ and $b>a$, it follows that $q_2<2q_1$. Each donor of the pair transfers less charge than a donor alone.

### 8. Worked example

Take $\Delta=6.00$ eV and $\beta=1.50$ eV, round values whose relation to a real case is discussed in section 16. Then $\Delta^2=36$ eV² and $4\beta^2=9$ eV², and

$$
a=\sqrt{45}=6.708\ \text{eV},\qquad b=\sqrt{54}=7.348\ \text{eV}.
$$

The gains are $W_1=0.708$ eV (68.3 kJ/mol) and $W_2=1.348$ eV (130.1 kJ/mol). Twice $W_1$ is 1.416 eV, so

$$
D=0.068\ \text{eV}=6.6\ \text{kJ/mol}.
$$

The second donor adds 0.640 eV, and the ratio $W_2/(2W_1)$ is 0.952: sharing costs about 5 percent. The metal population rises from 0.106 electrons with one donor to 0.184 with two, less than the doubled value of 0.211.

Second-order theory would give 0.75 and 1.50 eV, with no deficit. The fourth-order term alone gives 0.094 eV, and adding the sixth-order term gives 0.059 eV. The two truncations lie on either side of the full value. The series converges here, since its limit is $\beta=2.12$ eV, but slowly.

With $\Delta$ held fixed, the leading term is 0.00116 eV against a full 0.00111 eV at $\beta=0.5$ eV. At $\beta=2.0$ eV it is 0.296 eV against 0.176 eV. The fourth-order term identifies the origin of the deficit, while the closed form should be used for its size.

## Second half: conditions, corrections and the real case

### 9. Symbols and results carried over

The donor level is the zero of energy, $\Delta$ is the metal level, and $-\beta$ is the coupling for facing lobes of equal sign. The gains with one and two donors are

$$
W_1=\sqrt{\Delta^2+4\beta^2}-\Delta,\qquad W_2=\sqrt{\Delta^2+8\beta^2}-\Delta ,
$$

and the deficit is $D=2W_1-W_2\approx4\beta^4/\Delta^3$ for weak coupling. The example has $\Delta=6$ eV, $\beta=1.5$ eV and $D=0.068$ eV.

The deficit is a small difference between larger energies. Effects that barely alter $W_1$ or $W_2$ can therefore alter $D$ strongly. Sections 10 to 14 change one feature of the model at a time, with $\Delta$ and $\beta$ held fixed; section 15 considers a change of $\beta$.

### 10. Direct coupling between the donors

Suppose the donors also couple to each other. Let $\tau$ be the resulting energy of the combination that couples to the metal. The other combination then lies at $-\tau$. For an even metal orbital, $\tau=\langle l_1|h|l_2\rangle$; for an odd one the sign is reversed.

With four electrons and no metal, the donor pair has energy $2\tau-2\tau=0$, so the reference is unchanged. With the metal present, the coupled levels obey

$$
(\tau-E)(\Delta-E)=2\beta^2 ,
$$

whose lower root is

$$
E=\frac{\Delta+\tau-\sqrt{(\Delta-\tau)^2+8\beta^2}}{2}.
$$

For small $\tau$ this level and the one at $-\tau$ are filled. The gain is $-2E+2\tau$, or

$$
W_2=\sqrt{g^2+8\beta^2}-g,\qquad g=\Delta-\tau .
$$

Direct coupling acts through the gap $g$. For weak coupling $W_2\approx4\beta^2/g-8\beta^4/g^3$. For small $\tau$, $1/g\approx1/\Delta+\tau/\Delta^2$, and therefore

$$
D\approx\frac{4\beta^4}{\Delta^3}-\frac{4\beta^2\tau}{\Delta^2}.
$$

If $\tau$ is a fixed property of the ligand pair, independent of $\beta$, the deficit begins at second order in $\beta$. The fourth-order statement needs $\tau=0$, or a $\tau$ that itself shrinks at least as fast as $\beta^2$.

A positive $\tau$ brings the coupled combination closer to the metal level and reduces the deficit. The value that removes it follows from $W_2=2W_1$:

$$
\sqrt{g^2+8\beta^2}=g+2W_1 .
$$

Squaring and cancelling $g^2$ gives $8\beta^2=4gW_1+4W_1^2$, hence

$$
g=\frac{2\beta^2-W_1^2}{W_1}.
$$

From $(W_1+\Delta)^2=\Delta^2+4\beta^2$ we have $2\beta^2=\tfrac12W_1^2+\Delta W_1$. Inserting this gives $g=\Delta-W_1/2$, so the deficit vanishes at

$$
\tau=\frac{W_1}{2}.
$$

In the example this is 0.354 eV. By the sign rule of section 1, facing donor lobes of equal sign have a negative direct element, so for an even metal orbital a through-space $\tau$ is expected to be negative and to enlarge the deficit; a positive $\tau$ is the natural case for an odd metal orbital. Smaller couplings shift $D$ moderately: it is 0.077 eV for $\tau=-0.05$ eV and 0.059 eV for $\tau=+0.05$ eV.

Under the five assumptions of section 1, two trans donors always gain less than twice what one donor gains, with a deficit that begins as $4\beta^4/\Delta^3$; direct coupling between the donors can enlarge, reduce or cancel it. Still to be considered are a second metal orbital, overlap, electron repulsion, equatorial donors, changes of bond length, temperature and the relation of the example to titanium tetrachloride.

All numerical values are calculated from the stated model.
